# Kurtosis of a Depth-Integrated Lateral Implant Profile with Gaussian Slices

**Question.** Ions enter a solid at one point and along one direction. At every depth their lateral distribution is a Gaussian centred on the beam axis, but its width changes with depth. If all depths are added together, why is the lateral profile no longer Gaussian, in which direction does its kurtosis move, and by how much?

**Answer.**

## What is being added

Let \(x\) be the depth at which an ion stops and \(y\) one Cartesian component of its lateral displacement. The stopping depths have probability density \(p(x)\). At fixed \(x\), the density of \(y\) is

\[
N(y;v)=\frac{1}{\sqrt{2\pi v}}\,e^{-y^2/2v},\qquad v=v(x)>0 .
\]

The depth-integrated profile is therefore

\[
f(y)=\int p(x)\,N(y;v(x))\,dx=E[N(y;v)],
\]

where \(E\) denotes the average over stopping depths. Write \(V=E[v]\) and assume that \(E[v^2]\) is finite. Kurtosis here means the fourth central moment divided by the squared variance.

This is an addition of probability densities, not of independent displacements. Adding independent Gaussian displacements would give another Gaussian. Here each ion belongs to one slice and receives that slice's width.

## Why the shape changes

The fair comparison is with one Gaussian \(g(y)=N(y;V)\) of the same variance as \(f\). The variances do agree, because each slice contributes its own \(v\) and the average of these is \(V\).

Narrow slices are high at the centre, while wide slices reach far out. To see that the two effects do not cancel, put \(w=y^2\) and divide:

\[
\frac{f}{g}=E\!\left[\sqrt{\frac{V}{v}}\,
\exp\!\left\{-\frac{w}{2}\left(\frac1v-\frac1V\right)\right\}\right].
\]

Each exponential is a convex function of \(w\), strictly so if \(v\neq V\). Their average is strictly convex whenever \(v\) varies over the populated depths. At \(w=0\) the ratio is \(\sqrt V\,E[v^{-1/2}]\). Since \(v^{-1/2}\) is a convex function of \(v\), Jensen's inequality makes this larger than 1. The centre of \(f\) is thus higher than that of \(g\).

Both curves have unit area, so \(f\) must fall below \(g\) somewhere. Let the first crossing for positive \(y\) be at \(a\). Suppose that \(f\) never rose above \(g\) again. Then \((f-g)(y^2-a^2)\) would nowhere be positive, and its integral would be negative. But

\[
\int (f-g)(y^2-a^2)\,dy=(V-V)-a^2(1-1)=0 .
\]

There must be a second crossing, at \(b>a\). A strictly convex function takes the value 1 at no more than two points, so there is no third. The profile has a high centre, low shoulders and high tails.

This pattern fixes the sign of the change in kurtosis. The product

\[
(f-g)(y^2-a^2)(y^2-b^2)
\]

is positive inside \(a\), where both brackets are negative. It is positive between \(a\) and \(b\), where \(f-g\) and the last bracket are negative. It is positive beyond \(b\), where all factors are positive. When the brackets are multiplied out, the terms in \(y^2\) and the constant integrate to zero, because areas and variances agree. What remains is

\[
\int y^4(f-g)\,dy>0 .
\]

The fourth moment has grown at fixed variance, so the kurtosis exceeds that of a Gaussian.

## How much it changes

For one slice, \(yN=-v\,\partial N/\partial y\). Integration by parts gives

\[
\int y^4N\,dy=-v\int y^3\frac{\partial N}{\partial y}\,dy
=3v\int y^2N\,dy=3v^2 ,
\]

since the boundary terms vanish. Averaging over depth gives the fourth moment \(3E[v^2]\). By symmetry the mean is zero, so the kurtosis is

\[
\beta=\frac{3E[v^2]}{V^2}.
\]

With \(\mathrm{Var}(v)=E[v^2]-V^2\), this becomes

\[
\boxed{\;\beta=3\left(1+\frac{\mathrm{Var}(v)}{V^2}\right)\;}
\]

The excess over 3 is three times the squared relative spread of the lateral variance. It vanishes only if \(v\) is constant wherever ions stop. A change of width at depths that no ion reaches has no effect. Nor does the shape of \(p(x)\) matter by itself: a strongly skewed depth profile with constant \(v\) still gives 3.

## The limit of a weak trend

If \(v\) stays close to \(V\), expand \(N\) in \(v-V\). The first-order term averages to zero, leaving

\[
f-g\simeq\frac{\mathrm{Var}(v)}{2}\,\frac{\partial^2N}{\partial v^2}\bigg|_{v=V}.
\]

Direct differentiation shows that \(\partial N/\partial v=\tfrac12\,\partial^2N/\partial y^2\). Two derivatives in \(v\) are therefore one quarter of four derivatives in \(y\). With \(z=y/\sqrt V\), the fourth derivative is \((z^4-6z^2+3)g/V^2\), and

\[
\frac fg\simeq1+\frac{\mathrm{Var}(v)}{8V^2}\,(z^4-6z^2+3).
\]

The crossings lie at \(z^2=3\mp\sqrt6\), or \(z=0.742\) and \(2.334\), whatever the form of the weak trend. The approximation requires the correction to be small, so it fails far enough into the tail.

## A model that can be solved

Take a Gaussian depth profile of mean \(R\) and standard deviation \(S\), and define \(t=(x-R)/S\). Let the lateral variance follow

\[
v=s^2e^{-ct}.
\]

Here \(s\) is the slice width at \(R\). Positive \(c\) means that deeper slices are narrower. The exponential keeps \(v\) positive at every depth.

Completing the square, \(-\alpha t-t^2/2=-(t+\alpha)^2/2+\alpha^2/2\), gives \(E[e^{-\alpha t}]=e^{\alpha^2/2}\). Using \(\alpha=c\) and then \(\alpha=2c\),

\[
V=s^2e^{c^2/2},\qquad E[v^2]=s^4e^{2c^2},
\]

and hence

\[
\beta=3\,\frac{s^4e^{2c^2}}{s^4e^{c^2}}=3e^{c^2}.
\]

The central ratio follows from \(\alpha=-c/2\):

\[
\frac{f(0)}{g(0)}=\sqrt V\,E[v^{-1/2}]
=s\,e^{c^2/4}\,\frac{e^{c^2/8}}{s}=e^{3c^2/8}.
\]

Reversing the sign of \(c\) changes neither result, because the Gaussian depth profile is symmetric.

## Numbers for a boron-like implant

Choose \(R=300\) nm, \(S=70\) nm, \(s=80\) nm and \(c=0.3\). The slice width is then 93 nm at \(R-S\) and 69 nm at \(R+S\). The mean variance is

\[
V=(80\ \mathrm{nm})^2e^{0.045}=6695\ \mathrm{nm^2},
\]

so the total rms width is 81.8 nm. The kurtosis is

\[
\beta=3e^{0.09}=3.28 .
\]

Integrating the explicit profile \(f\) numerically gives 3.28252, in agreement with the formula to all digits shown. The weak-trend estimate of the excess, \(3c^2=0.27\), is close to the full value of 0.283.

The profile crosses its equal-variance Gaussian at 59 nm and 192 nm, or 0.72 and 2.34 rms widths, near the weak-trend values. At the centre \(f/g=1.034\); at 1.5 rms widths it is 0.943; at 4 rms widths it is 3.12. A modest change in kurtosis thus accompanies a threefold change in the far tail.

The source of that tail can be identified. At 4 rms widths, 96.9 % of the density comes from ions that stopped shallower than \(R\), where the slices are wide. At the centre their share is 44.0 %. This second figure follows from the factor \(v^{-1/2}\propto e^{ct/2}\), which weights the slices at \(y=0\). It shifts the Gaussian in \(t\) by \(c/2=0.15\) towards greater depth, leaving 44 % below \(t=0\).

The tail matters under a mask. Let an opaque mask with a vertical edge cover \(y>0\), beside a uniformly implanted opening much wider than the lateral spread. Ions reaching a distance \(d\) under the mask entered at \(y_0<0\), so the depth-integrated dose relative to the open area is

\[
F(d)=\int_{-\infty}^{0}f(d-y_0)\,dy_0=\int_d^\infty f(u)\,du
=E\!\left[\tfrac12\,\mathrm{erfc}\frac{d}{\sqrt{2v}}\right].
\]

At \(d=300\) nm this fraction is \(3.8\times10^{-4}\), against \(1.2\times10^{-4}\) for \(g\). It falls to \(10^{-4}\) at 339 nm, against 304 nm for \(g\). With the variance held fixed, the single Gaussian places this dose level 34 nm too close to the edge. These figures hold for Gaussian slices. Flatter slices weaken the far tail and can even reverse the comparison with \(g\), so the 34 nm is not a design rule for real masks. These are also depth-integrated doses; a junction position would require the concentration at each depth.

## When the conclusion changes

**Slices that are not Gaussian.** If every slice is centred and has kurtosis \(k\), its fourth moment is \(kv^2\), and

\[
\beta=k\left(1+\frac{\mathrm{Var}(v)}{V^2}\right).
\]

Variation of width still raises the kurtosis above that of a slice, but not necessarily above 3. In the example, \(k=2.7\) gives \(\beta=2.95\). The total equals 3 at \(k=3/1.094=2.74\). A slice kurtosis less than 10 % below the Gaussian value therefore removes the whole excess.

**Slices whose centres move.** Let \(m(x)\) be the centre of a slice, measured from the mean of all ions. Writing \(y=m+\eta\), with \(\eta\) a centred Gaussian of variance \(v\), and dropping odd powers of \(\eta\),

\[
\beta=\frac{E[m^4]+6E[m^2v]+3E[v^2]}{(E[m^2]+V)^2}.
\]

This can lie well below 3. Take constant \(v=6400\ \mathrm{nm^2}\), depths uniform from 0 to 600 nm, and centres that move sideways by one nanometre per nanometre of depth. Then \(E[m^2]=600^2/12=3.0\times10^4\ \mathrm{nm^2}\) and \(E[m^4]=600^4/80=1.62\times10^9\ \mathrm{nm^4}\), which give \(\beta=2.18\). The flat depth profile matters here too: with Gaussian depths and constant \(v\), the same sliding adds two independent Gaussian displacements and gives exactly 3. Without a common centre, a kurtosis above 3 is no longer guaranteed.

A small tilt does much less. Model a 7 degree tilt by sliding the centres with slope \(\tan7^\circ\), keeping the depth profile and slice widths fixed. If the whole stopping distribution rotates rigidly with the beam by \(\theta\), then \(y=u\sin\theta+\eta\cos\theta=\cos\theta\,(u\tan\theta+\eta)\), where \(u\) is the distance along the beam measured from \(R\). The sliding model therefore has the skewness and kurtosis of the rotated distribution, provided its slices are read as slices across the beam. Slices at fixed depth below the surface do not slide with slope \(\tan\theta\): the covariance of \(x\) and \(y\) is \(\sin\theta\cos\theta\,(S^2-V)\), which is negative here. The kurtosis of the example stays at 3.28, but the profile acquires a skewness of \(-0.093\). Its sign follows from the third moment, \(3E[mv]\): slices displaced towards positive \(y\) are deeper and narrower, so the longer tail points towards negative \(y\).

**A skewed depth profile.** Skewness \(\gamma\) of the depths makes the sign of the trend matter. Through third order in \(\alpha\), \(\ln E[e^{-\alpha t}]=\alpha^2/2-\gamma\alpha^3/6\). Therefore

\[
\ln\frac{\beta}{3}=\ln E[e^{-2ct}]-2\ln E[e^{-ct}]
\simeq c^2-\gamma c^3 .
\]

For \(\gamma=-1\), the long depth tail points towards the surface. If \(v\) falls with depth, that tail contains the widest slices and the excess increases. The third-order estimate is 3.37 for falling \(v\) and 3.20 for rising \(v\). A full Pearson type III depth profile with this skewness gives 3.40 and 3.21, the differences coming from higher orders in \(c\). Cut at the surface, it gives 3.36 and 3.21.

**Annealing.** Suppose that the dopant diffuses with a uniform diffusivity \(D\) and none leaves through the surface. Integrating the diffusion equation over depth removes the depth derivatives, because the flux vanishes at the surface and far below it. With \(\tau\) for time,

\[
\frac{\partial f}{\partial\tau}=D\,\frac{\partial^2f}{\partial y^2}.
\]

Multiplying by \(y^2\) or \(y^4\) and integrating by parts twice gives \(\dot M_2=2D\) and \(\dot M_4=12DM_2\) for the second and fourth moments. Hence

\[
\frac{d}{d\tau}(M_4-3M_2^2)=12DM_2-6M_2(2D)=0 .
\]

The numerator of the excess stays at \(3\,\mathrm{Var}(v)\), while the variance grows by \(L^2=2D\tau\):

\[
\beta-3=\frac{3\,\mathrm{Var}(v)}{(V+L^2)^2}.
\]

For \(L=40\) nm the excess falls from 0.283 to \(0.283\,(6695/8295)^2=0.184\). A two-dimensional finite-difference calculation with a reflecting surface and 10 nm cells gives 0.1835. Annealing makes the profile more nearly Gaussian, but at any finite \(L\) some excess remains. A diffusivity that depends on concentration breaks this argument, because the depth-integrated equation no longer closes.

## Beside a real implant

The range and widths chosen here are rough values for boron in silicon near 100 keV. The trend \(c=0.3\) is a model choice. Its sign is plausible for a light ion, since an ion that stops deep has usually spent less of its path moving sideways, but neither sign nor size has been derived from scattering theory. For the Gaussian depth profile the surface is a minor concern: only \(9\times10^{-6}\) of it lies outside the solid, and removing that part lowers \(\beta\) by 0.0002. A long depth tail towards the surface makes the cut more important: for the type III profile above with falling \(v\), it lowers \(\beta\) by about 0.05. Crystalline silicon also allows channelling, which the model omits. As an illustration, placing 5 % of the ions in a Gaussian component of lateral width 20 nm raises \(\beta\) to 3.43. Of the departures sized here for this implant, the slice shape is the most serious: changing \(k\) from 3 to 2.7 moves \(\beta\) by \(-0.33\), more than the entire excess. The value 2.7 is only illustrative. Real slices may be flatter still, and if \(k\) changes with depth the kurtosis is \(E[kv^2]/V^2\). For boron at this energy the slices are likely to be flatter than Gaussian, and the total kurtosis may then lie below 3 even though the varying width raises it above that of a typical slice. The value 3.28 therefore belongs to the Gaussian-slice model, and a prediction for a real implant needs the slice kurtosis as well as the slice width. The numerical output lists most of the values behind these comparisons.

## Computed results

```
Mean depth R: 300 nm
Depth standard deviation S: 70 nm
Slice width s at R: 80 nm
Trend c: 0.30 (dimensionless)
Slice width at R-S: 92.95 nm
Slice width at R+S: 68.86 nm
Mean lateral variance V: 6694.6 nm^2
Total lateral rms width: 81.82 nm
Var(v)/V^2: 0.09417 (dimensionless)
Kurtosis, formula: 3.28252 (dimensionless)
Kurtosis, integrated density: 3.28252 (dimensionless)
Small-trend excess 3c^2: 0.2700 (dimensionless)
Inner crossing of f and g: 59.22 nm
Outer crossing of f and g: 191.72 nm
f/g at y=0: 1.0343 (dimensionless)
Share of f from x<R at y=0: 44.0 %
f/g at y=1.5 rms: 0.9426 (dimensionless)
Share of f from x<R at y=1.5 rms: 58.0 %
f/g at y=4 rms: 3.1226 (dimensionless)
Share of f from x<R at y=4 rms: 96.9 %
Masked dose fraction at 300 nm, f: 3.754e-04 (dimensionless)
Masked dose fraction at 300 nm, g: 1.229e-04 (dimensionless)
Distance to dose fraction 1e-04, f: 338.7 nm
Distance to dose fraction 1e-04, g: 304.3 nm
Extra distance, f minus g: 34.4 nm
Depth Gaussian outside solid: 9.11e-06 (fraction)
Kurtosis with surface cut: 3.28234
Kurtosis, depth skewness -1 before surface cut, v falling: 3.3583
Kurtosis, depth skewness -1 before surface cut, v rising: 3.2103
Kurtosis, constant v, skewed depth: 3.00000
Kurtosis with slice kurtosis 2.7: 2.9543
Slice kurtosis that gives total 3: 2.7418
Kurtosis with 7 degree tilt: 3.2822
Lateral skewness with 7 degree tilt: -0.0930
Kurtosis, constant v, uniform depth 0-600 nm, centre slope 1: 2.1849
Kurtosis with 5 % channelled, width 20 nm: 3.4342
Anneal length L: 40 nm
Kurtosis after anneal, formula: 3.1840
Kurtosis after anneal, 2D diffusion: 3.1835
```
